# Brooks–Herring Impurity Mobility and Its Slow Approach to the 3/2 Power

## Form of the result from dimensions

Electrons of mass $m$ and energy $E$ scatter from fixed centres of charge $Ze$ and number density $N$ in a medium of permittivity $\varepsilon$. The coupling enters through $C=Ze^2/\varepsilon$, an energy times a length. If the centres act independently, the momentum relaxation rate $1/\tau$ is proportional to $N$. In the first Born approximation it is also proportional to $C^2$. Write

$$\frac1\tau\propto N C^2 m^{\alpha}E^{\beta}\hbar^{\gamma}.$$

Matching powers of kilogram, metre and second gives $\alpha+\beta+\gamma=-2$, $\beta+\gamma=-3/2$ and $2\beta+\gamma=-3$. Hence $\alpha=-1/2$, $\beta=-3/2$, $\gamma=0$: Planck's constant drops out of the prefactor.

A bare Coulomb potential has no length scale, but its momentum relaxation rate diverges at small angles. Screening supplies a length $L$, and with it the dimensionless number $kL$, where $k$ is the electron wavenumber. With typical energy $k_BT$ and $\mu=e\tau/m$, the mobility must have the form

$$\mu=\frac{\varepsilon^2(k_BT)^{3/2}}{N Z^2e^3\sqrt m}\times(\text{function of }kL). \tag{1}$$

The power $3/2$ is already visible. What remains is the function, which also depends on temperature.

## The screened centre

Take one isotropic parabolic band and a non-degenerate electron gas of mean density $n$. Both $n$ and $N$ are independent of temperature, and the centres are fully ionised. A static potential $\phi$ changes the electron energy by $-e\phi$, so the local density is

$$n(\mathbf r)=n\,e^{e\phi/k_BT}\simeq n\left(1+\frac{e\phi}{k_BT}\right),$$

where the last form requires $|e\phi|\ll k_BT$. The uniform part is neutralised by the background. Poisson's equation for one centre at the origin is then

$$-\nabla^2\phi+\frac{\phi}{L^2}=\frac{Ze}{\varepsilon}\delta(\mathbf r),\qquad L^2=\frac{\varepsilon k_BT}{e^2n}. \tag{2}$$

The fixed centres do not move in response to $\phi$ and do not contribute to $L$. Fourier transformation replaces $-\nabla^2$ by $q^2$:

$$\phi_q=\frac{Ze}{\varepsilon(q^2+L^{-2})},\qquad \phi(r)=\frac{Ze}{4\pi\varepsilon r}e^{-r/L}. \tag{3}$$

Between plane waves normalised in a volume $V$, the perturbation $-e\phi$ has the matrix element

$$M=-\frac{Ze^2}{\varepsilon V(q^2+L^{-2})},\qquad \mathbf q=\mathbf k'-\mathbf k. \tag{4}$$

For $NV$ centres at positions $\mathbf R_j$, $M$ is multiplied by $\sum_j e^{-i\mathbf q\cdot\mathbf R_j}$. The squared modulus contains $NV$ diagonal terms, each equal to one. The cross terms average to zero for $\mathbf q\neq0$ if the positions are independent and uniformly distributed. The rates of the single centres therefore add.

## Why a relaxation time exists

Let a weak field $F$ act along $z$, so that the force on an electron is $-eF$. Put $f=f_0+f_1$, with $f_1$ linear in $F$. Since $\partial f_0/\partial k_z=\hbar v_z\,\partial f_0/\partial E$, the steady linear Boltzmann equation is

$$-eFv_z\frac{\partial f_0}{\partial E}=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}\,[f_1(\mathbf k')-f_1(\mathbf k)]. \tag{5}$$

Try $f_1=eF\tau(E)v_z\,\partial f_0/\partial E$. Scattering is elastic, so every factor except $v_z$ is the same at $\mathbf k$ and $\mathbf k'$. Resolve $\mathbf k'$ into a part $\mathbf k\cos\theta$ along $\mathbf k$ and a perpendicular part. The rate depends on the scattering angle $\theta$ alone, so the perpendicular part vanishes on integration over azimuth. What is left of $v_z'-v_z$ is $-v_z(1-\cos\theta)$. The right side of (5) becomes $-f_1/\tau$, which equals the left side, provided that

$$\frac1\tau=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(1-\cos\theta). \tag{6}$$

Within this model the relaxation time is thus a solution of (5), not a further approximation. The factor $1-\cos\theta$ gives little weight to small deflections, which hardly reduce the drift momentum.

## The scattering rate

Insert Fermi's golden rule into (6), with $\sum_{\mathbf k'}\to V\int d^3k'/(2\pi)^3$. Spin is conserved, so there is no factor of two:

$$\frac1\tau=NV\,\frac{V}{8\pi^3}\int d^3k'\,\frac{2\pi}{\hbar}|M|^2(1-\cos\theta)\,\delta(E-E').$$

All factors of $V$ cancel. Because $dE'=\hbar^2k'dk'/m$, the radial integral of $k'^2\delta(E-E')$ gives $mk/\hbar^2$:

$$\frac1\tau=\frac{N m k}{4\pi^2\hbar^3}\left(\frac{Ze^2}{\varepsilon}\right)^2
\int d\Omega\,\frac{1-\cos\theta}{(q^2+L^{-2})^2}. \tag{7}$$

On the energy shell $q^2=2k^2(1-\cos\theta)$. Let $u=1-\cos\theta$ and then $w=2k^2L^2u$, whose upper limit is $b_E=4k^2L^2$:

$$\int d\Omega\,\frac{1-\cos\theta}{(q^2+L^{-2})^2}
=2\pi\int_0^2\frac{u\,du}{(2k^2u+L^{-2})^2}
=\frac{\pi}{2k^4}\int_0^{b_E}\frac{w\,dw}{(1+w)^2}.$$

Writing $w=(1+w)-1$ in the numerator, the last integral is

$$G(b_E)=\ln(1+b_E)-\frac{b_E}{1+b_E}. \tag{8}$$

Therefore $1/\tau=NZ^2e^4mG/(8\pi\varepsilon^2\hbar^3k^3)$. With $\hbar^3k^3=(2mE)^{3/2}=2\sqrt2\,m^{3/2}E^{3/2}$,

$$\frac1{\tau(E)}=\frac{NZ^2e^4\,G(b_E)}{16\sqrt2\,\pi\varepsilon^2\sqrt m\,E^{3/2}},\qquad b_E=\frac{8mEL^2}{\hbar^2}. \tag{9}$$

The powers agree with the dimensional argument. For large $b_E$ the factor $E^{3/2}$ outweighs the slow growth of $G$, so $\tau$ rises with energy: fast electrons are deflected less. For $b_E\ll1$, by contrast, $G\simeq b_E^2/2$ and $\tau$ falls as $E^{-1/2}$. For large $b_E$ the logarithm collects scattering from angles between about $1/(kL)$ and one radian.

The absolute rate was tested against phase shifts of the radial Schrödinger equation. For charges $\pm0.03e$ at energy $3k_BT$, in the silicon example below, the cross section averaged over the two signs is 0.9999 times the Born value.

## From the rate to the mobility

The current density is $-e$ times the sum of $v_zf_1$ over states. With density of states $g(E)\propto\sqrt E$, the average of $v_z^2$ over directions is $v^2/3=2E/(3m)$. For a Maxwell distribution $-\partial f_0/\partial E=f_0/k_BT$. Dividing the current by $enF$ and setting $x=E/k_BT$,

$$\mu=\frac em\,\frac{2}{3}\,
\frac{\int_0^\infty x^{3/2}e^{-x}\tau\,dx}{\int_0^\infty x^{1/2}e^{-x}dx}
=\frac{e}{m\Gamma(5/2)}\int_0^\infty x^{3/2}e^{-x}\tau\,dx. \tag{10}$$

The last step uses $\tfrac32\Gamma(3/2)=\Gamma(5/2)$. Let $b_1=8mk_BTL^2/\hbar^2$, so that $b_E=b_1x$. Equation (9) gives

$$\mu=\frac{16\sqrt2\,\pi\varepsilon^2(k_BT)^{3/2}}{NZ^2e^3\sqrt m\,\Gamma(5/2)}
\int_0^\infty\frac{x^3e^{-x}}{G(b_1x)}dx. \tag{11}$$

The factor $x^3e^{-x}$ has derivative $x^2(3-x)e^{-x}$ and peaks at $x=3$. When $b_1$ is large, $G$ varies slowly near the peak and may be taken out at $b=3b_1$. The remaining integral is $\Gamma(4)=6$. Since $\Gamma(5/2)=3\sqrt\pi/4$, the ratio is $8/\sqrt\pi$, and

$$\boxed{\mu\simeq\frac{128\sqrt{2\pi}\,\varepsilon^2(k_BT)^{3/2}}{NZ^2e^3\sqrt m\,G(b)}},\qquad
b=\frac{24mk_BTL^2}{\hbar^2}=\frac{24m\varepsilon(k_BT)^2}{\hbar^2e^2n}. \tag{12}$$

The error of freezing the logarithm follows from $G(b_1x)\simeq G(b)+\ln(x/3)$ at large $b$. Expand $1/G(b_1x)$ and average with the normalised weight $x^3e^{-x}/6$. The mean of $\ln x$ is $\Gamma'(4)/\Gamma(4)=\psi(4)$, where $\psi$ is the digamma function, so

$$\frac{\mu_{(11)}}{\mu_{(12)}}=1-\frac{\psi(4)-\ln3}{G(b)}+O(G^{-2}),\qquad \psi(4)-\ln3=0.1575. \tag{13}$$

The next term is the mean of $\ln^2(x/3)$ divided by $G^2$, and is positive.

## The temperature power

At fixed $n$ the screening length obeys $L^2\propto T$, and therefore $b\propto T^2$. Differentiating (8),

$$G'(b)=\frac1{1+b}-\frac1{(1+b)^2}=\frac b{(1+b)^2}.$$

With $N$ also fixed, the local exponent of (12) is

$$p=\frac{d\ln\mu}{d\ln T}=\frac32-\frac{2bG'}{G}
=\frac32-\frac{2b^2}{(1+b)^2G(b)}. \tag{14}$$

For $b\gg1$, $G=\ln b-1+O(1/b)$, so

$$p\simeq\frac32-\frac{2}{\ln b-1}. \tag{15}$$

The comparison of two temperatures shows in what sense $3/2$ is the leading power. For a fixed factor $\lambda$,

$$\frac{\mu(\lambda T)}{\mu(T)}=\lambda^{3/2}\frac{G(b)}{G(\lambda^2b)}
\simeq\lambda^{3/2}\,\frac{G(b)}{G(b)+2\ln\lambda}\longrightarrow\lambda^{3/2}
\quad(b\to\infty). \tag{16}$$

By (13) the energy-averaged mobility (11) has the same limit. The correction varies slowly, but it need not be small: it falls as the inverse of a logarithm. Its sign has a plain origin. A warmer gas screens less well, and faster electrons resolve smaller angles. Both enlarge $G$ and offset part of the gain from faster motion. If $L$ were held fixed instead, $b$ would grow as $T$, and the correction in (14) would be halved.

An artificial dilute case with $\ln b=289.1$ tests the asymptotic law on the full average (11). Equation (15) predicts $3/2-2/288.1=1.4931$, and the computed exponent is 1.4931.

In the opposite limit, $b_1\ll1$, one has $G(b)\simeq b^2/2$ and (14) gives $p\to-5/2$. The average (11) has the same exponent, because $1/G(b_1x)\simeq2/(b_1x)^2$ and $b_1\propto T^2$. Its prefactor differs, though. The integral is $2/b_1^2$, whereas freezing at $x=3$ gives $6\times2/(9b_1^2)$, too small by a factor $2/3$.

This limit also lies outside the model. With the thermal wavelength $\lambda_T=(2\pi\hbar^2/mk_BT)^{1/2}$ one has $b_1=16\pi L^2/\lambda_T^2$, so small $b_1$ means $L\ll\lambda_T$. A non-degenerate gas in one band has $n\lambda_T^3\ll1$, hence $nL^3\ll1$. There are then too few electrons within a screening length to justify a smooth screening cloud.

## Example: the n-type arm of a silicon modulator

Consider the undepleted n-type arm of a silicon optical modulator at 300 K, with $n=N=10^{17}\ \mathrm{cm^{-3}}$ and $Z=1$. The rough silicon parameters are relative permittivity 11.7, longitudinal mass $0.92m_0$ and transverse mass $0.19m_0$, where $m_0$ is the free-electron mass. The conductivity mass is

$$m=\frac{3m_0}{1/0.92+2/0.19}=0.2583\,m_0.$$

Equation (2) gives $L=12.93$ nm. At $3k_BT=77.56$ meV the wavenumber is $0.7252\ \mathrm{nm^{-1}}$, so

$$b=4(0.7252\times12.93)^2\simeq351.6,$$
$$G=\ln(352.6)-\frac{351.6}{352.6}=4.868.$$

The relaxation time at this energy is 1.598 ps. In the frozen-logarithm average, the effective time is $8/(3^{3/2}\sqrt\pi)=0.869$ times this, or 1.39 ps. Multiplication by $e/m$ gives

$$\mu=0.945\ \mathrm{m^2/Vs}=9450\ \mathrm{cm^2/Vs}.$$

The full average (11) gives 9267 cm²/Vs, which is 1.9% below the closed formula. The first correction in (13) alone predicts 3.2%; the positive next term acts in the direction of the difference.

The local exponent is

$$p=1.5-\frac{2(351.6/352.6)^2}{4.868}=1.09,$$

and the full average also gives 1.09. From 300 to 400 K at fixed $n$ and $N$, the closed mobility rises by a factor 1.38, whereas a pure $3/2$ power would give 1.54. To reach $p=1.4$ at 300 K one needs $b=1.3\times10^9$, which means $n=2.7\times10^{10}\ \mathrm{cm^{-3}}$. This is of the order of the intrinsic density, roughly $10^{10}\ \mathrm{cm^{-3}}$, so donors alone would no longer set the carrier density. For this material and temperature the limiting power is therefore a poor guide to the local slope.

## What the device adds

**Phonons.** The largest omission is phonon scattering. Take a rough phonon mobility of 1400 cm²/Vs at 300 K, with the acoustic laws $\tau\propto E^{-1/2}$ at fixed $T$ and mobility $\propto T^{-3/2}$. Adding the two rates at each energy before averaging gives 988 cm²/Vs and a local exponent of $-0.96$. The total mobility of this model thus falls on heating, although its impurity component rises. The exponent depends on the assumed law: the lattice mobility of real silicon falls roughly as $T^{-2.4}$, and with that power the same model gives $-1.67$. Adding inverse mobilities instead would give $(1/1400+1/9267)^{-1}\simeq1216$ cm²/Vs. That is too high for this model because impurities mainly stop slow electrons and phonons mainly stop fast ones.

Real n-type silicon at this doping has a mobility of roughly 700 to 800 cm²/Vs at room temperature; common empirical fits give between 660 and 780 cm²/Vs. The value 9450 cm²/Vs is far above this mainly because it leaves out phonons. The combined value is still too high, by about a quarter against 800 cm²/Vs and by 37% against 720 cm²/Vs. With the same phonon input, these totals would require an impurity rate about 2.2 and 3.1 times the one calculated here, which suggests that formula (12) overestimates the impurity mobility itself at this doping. The inference is not firm, because it depends on the assumed phonon law. With the same phonon mobility, the factor for a total of 800 cm²/Vs would be about 1.0 for a phonon time proportional to $E^{-1}$ and about 3.5 for one independent of energy; for 720 cm²/Vs it would be about 1.5 and 4.5.

**Electron–electron collisions.** These conserve total momentum in this single-band model but redistribute it among energies. If they are strong enough to impose a drifted Maxwellian, $f_1\propto v_zf_0$, momentum balance averages the rate instead of the time:

$$\mu_{\rm drift}=\frac em\left[\frac1{\Gamma(5/2)}\int_0^\infty x^{3/2}e^{-x}\frac{dx}{\tau}\right]^{-1}. \tag{17}$$

The result is 4147 cm²/Vs, 55% below the average (11). It belongs to the strong-redistribution limit and is not an estimate of the actual mobility.

**Born approximation.** Its expansion parameter for a Coulomb centre is $e^2/(4\pi\varepsilon\hbar v)=\sqrt{R/E}$, where $R$ is the effective Rydberg. At $E=3k_BT$, $R/E=0.331$ and the parameter is 0.58, which is not small. Phase shifts for the same screened potential give about 9610 cm²/Vs for attractive centres, as ionised donors are for electrons, and about 11540 cm²/Vs for repulsive ones (the coarser eight-point energy average in the numerical output gives 9601 and 11513). These lie 4% and 25% above the Born average. The Born rate contains $Z^2$ and cannot distinguish the two. Raising $T$ improves the approximation; lowering $n$ at fixed $T$ increases $b$ but leaves this parameter unchanged.

**Anisotropic mass.** Using the ellipsoidal valleys, with a trial distribution proportional to the drift velocity component on each energy shell, gives 8777 cm²/Vs. A single trial function yields only a lower bound. Adding higher angular harmonics to the distribution raises the value to 9566 cm²/Vs, where it converges, 3% above the isotropic average.

**Ionisation and screening.** With a rough donor depth of 45 meV, the ionised fractions are 0.864, 0.962 and 0.983 at 200, 300 and 400 K. Thus $n$ and $N$ are not strictly fixed. Through the prefactor $1/N$ alone, the change reduces the mobility ratio between 400 and 200 K by about 12%; with the accompanying change of $L$ the net reduction is about 9%. Degeneracy changes the screening length by less than 0.1% at 300 K. A more serious doubt is that a sphere of radius $L$ contains on average only 0.9 carriers. The mean donor spacing, 21.5 nm, is also less than $2L$, so neighbouring screening clouds overlap. Linear screening and independent centres are therefore doubtful here, and the resulting error has not been determined.

**Carrier heating.** Balance the power gained from the field against energy loss in a time $\tau_E$:

$$e\mu F^2=\frac{3k_B\Delta T_e}{2\tau_E}. \tag{18}$$

For $\tau_E\simeq0.3$ ps and the combined mobility, a 1% rise of the electron temperature occurs at $F\simeq0.0011$ MV/cm. The low-field result is meant for the undepleted arm with fields below this scale, not for the depleted junction, where fields are much higher. The remaining figures are collected in the numerical output.

## Values computed for the example and the checks

```
Input relative permittivity (rough): 11.7
Input longitudinal, transverse mass (rough): 0.92, 0.19 m0
Isotropic conductivity mass: 0.2583 m0
Input donor and carrier density: 1.00e+17 cm^-3
Input temperature: 300 K; kT = 25.85 meV
Debye length: 12.93 nm
Peak energy 3kT: 77.56 meV
Wavenumber at 3kT: 0.7252 nm^-1
b at 3kT: 351.6; G(b): 4.8681 (dimensionless)
Relaxation time at 3kT: 1.598 ps
Closed impurity mobility: 9450 cm^2/Vs = 0.9450 m^2/Vs
Fully averaged impurity mobility: 9267 cm^2/Vs
Average/closed mobility: 0.9805
Local exponent, closed and averaged: 1.0915, 1.0943
T=200 K: L=10.56 nm, b=156.3, mu=6162 cm^2/Vs, p=1.014, ionised=0.864
T=300 K: L=12.93 nm, b=351.6, mu=9450 cm^2/Vs, p=1.091, ionised=0.962
T=400 K: L=14.93 nm, b=625.1, mu=13018 cm^2/Vs, p=1.134, ionised=0.983
Mobility ratio 400 K/300 K: 1.3775
Pure 3/2-power ratio 400 K/300 K: 1.5396
b needed for exponent 1.4: 1.319e+09 (dimensionless)
Density needed for exponent 1.4 at 300 K: 2.67e+10 cm^-3
Input intrinsic density at 300 K (rough): 1e+10 cm^-3
Frozen-log error coefficient: 0.1575 (dimensionless)
Dilute-limit check: ln(b)=289.1, exponent=1.49306
Weak-charge phase-shift/Born cross section: 0.99988
Effective Rydberg: 25.68 meV; Rydberg/3kT: 0.331
Phase-shift mobility, attractive centres: 9601 cm^2/Vs
Phase-shift mobility, repulsive centres: 11513 cm^2/Vs
Anisotropic-mass Born mobility estimate: 8777 cm^2/Vs
Drifted-Maxwellian impurity mobility: 4147 cm^2/Vs
Input phonon mobility at 300 K (rough): 1400 cm^2/Vs
Combined impurity-phonon mobility: 988 cm^2/Vs
Combined local temperature exponent: -0.964
Input donor depth (rough): 45 meV
Carrier density/band density: 0.00364
Fermi/Debye screening length: 1.000644
Carriers in Debye sphere: 0.905
Mean donor spacing N^(-1/3): 21.54 nm
Input energy relaxation time (rough): 0.3 ps
Field for 1 percent carrier heating: 0.00114 MV/cm
```
